# Ballistic Conductance of a Nondegenerate Parabolic Monolayer

Two metal contacts feed a semiconducting monolayer with a short free length between them. Suppose that both contacts pass every electron that reaches them and that nothing scatters in between. A small voltage still drives a finite current, because the monolayer holds a finite number of carriers and these move at finite thermal speeds. How large is the conductance per width, and how does it depend on carrier density and temperature? For carriers that travel above the band edge, the answer is the ceiling against which the losses of a real contact can be measured.

## Model and conventions

Atomic units are used in the algebra, \(e=\hbar=m_e=1\), and \(kT\) is an energy. Current flows along \(x\), and the sheet has width \(W\) along \(y\). Energies are counted from the band edge in the channel:

\[
E=\frac{k_x^2+k_y^2}{2m},\qquad v_x=\frac{k_x}{m}. \tag{1}
\]

Spin and valleys give each \(\mathbf k\) a degeneracy \(g\), so the number of states per area in \(d^2k\) is \(g\,d^2k/(2\pi)^2\). Currents are particle currents, counted positive along \(+x\); for carriers of either sign the conductance is positive.

The channel is taken to be long enough that tunnelling from contact to contact at energies below the band edge can be neglected. The contacts are reservoirs with chemical potentials \(\mu_+\) on the left and \(\mu_-\) on the right. A right-moving electron in the channel can have come only from the left reservoir, since there is neither reflection nor scattering. Right-movers therefore have the occupation \(f(E-\mu_+)\) and left-movers \(f(E-\mu_-)\), with \(f(\epsilon)=1/(1+e^{\epsilon/kT})\). The left-mover at \(-\mathbf k\) has the energy of the right-mover at \(\mathbf k\) and the opposite velocity, so the current per width is

\[
j=\frac{g}{(2\pi)^2}\int_{v_x>0}\!d^2k\;v_x\,[f(E-\mu_+)-f(E-\mu_-)]. \tag{2}
\]

## From current to conductance

Let \(\mu_\pm=\mu\pm V/2\), where \(V\) is the applied voltage times the unit charge. Expansion in \(V\) gives

\[
f(E-\mu\mp V/2)=f\mp\frac V2 f'+\frac{V^2}{8}f''\mp\dots, \tag{3}
\]

with \(f\) and its derivatives taken at \(E-\mu\). The even terms cancel in the difference, which is \(-Vf'+O(V^3)\). For \(V\ll kT\) the conductance per width, \(G/W=j/V\), is

\[
\frac GW=\frac{g}{(2\pi)^2}\int_{v_x>0}\!d^2k\;v_x\left(-\frac{\partial f}{\partial E}\right). \tag{4}
\]

Now let \(\mu\) lie several \(kT\) below the band edge. Then \(f\simeq e^{(\mu-E)/kT}\), and its derivative is proportional to itself, \(-\partial f/\partial E=f/kT\). Equation (4) becomes

\[
\frac GW=\frac{\Phi}{kT},\qquad \Phi=\frac{g}{(2\pi)^2}\int_{v_x>0}\!d^2k\;v_x\,e^{(\mu-E)/kT}. \tag{5}
\]

Here \(\Phi\) is the flux of right-movers in equilibrium, which an equal flux of left-movers cancels. The bias raises one flux by the fraction \(V/2kT\) and lowers the other by the same fraction, and the difference \(\Phi V/kT\) is the current.

Two Gaussian integrals are needed:

\[
\int_{-\infty}^{\infty}\!dk\,e^{-k^2/2mkT}=\sqrt{2\pi mkT},\qquad
\int_0^\infty\!dk\,\frac km\,e^{-k^2/2mkT}=kT. \tag{6}
\]

The density contains the first integral twice, once for each component of \(\mathbf k\):

\[
n=\frac{g}{4\pi^2}\,(2\pi mkT)\,e^{\mu/kT}=N e^{\mu/kT},\qquad N=\frac{gmkT}{2\pi}. \tag{7}
\]

The flux contains the second integral for \(k_x\) and the first for \(k_y\):

\[
\Phi=\frac{g}{4\pi^2}\,kT\sqrt{2\pi mkT}\;e^{\mu/kT}. \tag{8}
\]

In the ratio of (8) to (7) the degeneracy and the exponential cancel:

\[
\frac{\Phi}{n}=\frac{kT\sqrt{2\pi mkT}}{2\pi mkT}=\sqrt{\frac{kT}{2\pi m}}. \tag{9}
\]

Division by \(kT\), as (5) requires, gives the result

\[
\boxed{\;\frac GW=\frac{n}{\sqrt{2\pi mkT}}\;}\qquad\text{or, in SI units,}\qquad \frac GW=\frac{e^2n}{\sqrt{2\pi mk_BT}}. \tag{10}
\]

One factor \(e\) in the SI form turns particle current into charge current, and the other turns voltage into energy.

The formula was tested against (2), with full Fermi functions, \(\mu=-12kT\) and a bias of \(10^{-3}kT\). The current and the density were both integrated numerically over \(\mathbf k\), and (10) held within a relative error of \(5\times10^{-6}\).

## What is held fixed

The inverse square root of temperature in (10) has two sources. Warmer carriers are faster, which raises the flux per carrier as \(T^{1/2}\). A given voltage, however, unbalances the two fluxes by a fraction proportional to \(1/T\). The second effect is the stronger.

This holds at fixed \(n\), as when a gate or fully ionized dopants set the charge. If the distance from \(\mu\) to the band edge is fixed instead, (5) and (8) give

\[
\frac GW=\frac{g}{4\pi^2}\sqrt{2\pi mkT}\;e^{\mu/kT},\qquad
\left.\frac{\partial\ln G}{\partial\ln T}\right|_{\mu}=\frac12-\frac{\mu}{kT}. \tag{11}
\]

At \(\mu=-12kT\) this exponent is \(12.5\), and numerical differentiation of the full integral gives \(12.500\). At fixed density the same integral gives the exponent \(-0.50000\) in temperature and \(1.00000\) in density. The conductance thus falls on heating in one experiment and rises steeply in the other.

Because \(g\) drops out of (10), a spin splitting of the band does not matter at fixed total density, as long as both branches have the mass \(m\) and are nondegenerate. Each branch then has \(G_i/W=n_i/\sqrt{2\pi mkT}\), and the sum contains only \(n_1+n_2\).

## The same result from transverse subbands

In a strip of finite width, the transverse motion is quantized into subbands with bottoms \(E_j\), and \(E=E_j+k_x^2/2m\). For one subband the velocity cancels the density of states, since \(v_x\,dk_x=dE\):

\[
G_j=\frac{g}{2\pi}\int_0^\infty\!dk_x\,v_x\left(-\frac{\partial f}{\partial E}\right)
=\frac{g}{2\pi}\int_{E_j}^\infty\!dE\left(-\frac{\partial f}{\partial E}\right)=\frac{g}{2\pi}f(E_j-\mu). \tag{12}
\]

The number of carriers per length in this subband is, for Boltzmann occupation,

\[
n_j=\frac{g}{2\pi}\,e^{(\mu-E_j)/kT}\sqrt{2\pi mkT}. \tag{13}
\]

Hence \(G_j=n_j/\sqrt{2\pi mkT}\) for every subband. Summing over \(j\) and dividing by \(W\) returns (10), with \(n=\sum_jn_j/W\), whatever the width. A direct sum for a hard-wall strip 5 nm wide, with the mass and temperature of the example below and \(\mu=-12kT\), agreed within \(10^{-5}\).

At fixed \(\mu\) the width does matter. Hard walls give \(E_j=\pi^2j^2/2mW^2\) with \(j=1,2,\dots\), so with \(a=\pi^2/(2mkTW^2)\) the sum needed is

\[
\sum_{j=1}^{\infty}e^{-aj^2}=\frac12\left(\sum_{j=-\infty}^{\infty}e^{-aj^2}-1\right)\simeq\frac12\left(\sqrt{\frac{\pi}{a}}-1\right). \tag{14}
\]

The last step replaces the sum over all integers by an integral. By Poisson summation the leading relative error of that replacement is \(2e^{-\pi^2/a}\). With the thermal wavelength \(\lambda_T=\sqrt{2\pi/(mkT)}\) one has \(\sqrt{\pi/a}=2W/\lambda_T\) and \(\pi^2/a=4\pi W^2/\lambda_T^2\), so the error is negligible once \(W\) exceeds \(\lambda_T\). The sum is then \((W/\lambda_T)(1-\lambda_T/2W)\), and the walls lower \(G/W\) at fixed \(\mu\) by the factor \(1-\lambda_T/2W\). They lower \(n\) by the same factor, which is why (10) survives.

## Where the law bends

**Degeneracy.** For \(\mu<0\), put \(z=e^{\mu/kT}\) and expand the Fermi function as a geometric series:

\[
f=\sum_{l=1}^{\infty}(-1)^{l+1}z^l e^{-lE/kT}. \tag{15}
\]

Each term is a Boltzmann factor at temperature \(T/l\). The density integral (7) then acquires a factor \(1/l\). In (4) the derivative supplies \(l/kT\), while the flux integral (8) supplies \(l^{-3/2}\), so that \(l^{-1/2}\) remains. The ratio of \(G/W\) to the law (10), at the true density, is

\[
\frac{z-z^2/\sqrt2+\dots}{z-z^2/2+\dots}=1-\left(\frac1{\sqrt2}-\frac12\right)\frac nN+O\!\left(\frac{n^2}{N^2}\right), \tag{16}
\]

where \(z=n/N\) to leading order. The coefficient is \(0.207\). Two effects of exclusion compete here. It pushes carriers to higher speeds: the flux has terms in \(l^{-3/2}\), so the flux per carrier rises by the fraction \((\tfrac12-\tfrac1{2\sqrt2})\,n/N=0.146\,n/N\). It also makes the occupation less responsive to a shift of \(\mu\), since \(-\partial f/\partial E=f(1-f)/kT\), and this lowers the conductance per flux by the fraction \(n/(2\sqrt2N)=0.354\,n/N\). The second effect is the larger, so the conductance lies below the law.

**Anisotropic mass.** Let \(E=\tfrac12\mathbf k\cdot A\mathbf k\), where \(A\) is the inverse mass tensor, and substitute \(\mathbf k=A^{-1/2}\mathbf q\). Then \(E=q^2/2\), and \(v_x=(A\mathbf k)_x=(A^{1/2}\mathbf q)_x\) is the product of \(\mathbf q\) with a vector of squared length \(A_{xx}\). With \(q_1\) along that vector, \(v_x=\sqrt{A_{xx}}\,q_1\). The Jacobian and the integral over \(q_2\) cancel in the ratio of flux to density:

\[
\frac{\Phi}{n}=\sqrt{A_{xx}}\,\frac{\int_0^\infty dq_1\,q_1e^{-q_1^2/2kT}}{\int_{-\infty}^\infty dq_1\,e^{-q_1^2/2kT}}=\sqrt{\frac{A_{xx}kT}{2\pi}}. \tag{17}
\]

So \(1/m\) in (10) is replaced by \(A_{xx}\). Numerical integration for a valley with principal masses 0.2 and 0.9, turned by 0.5 rad, confirmed this within \(5\times10^{-6}\).

**Finite bias.** Let the gate hold \(n\) fixed while \(V\) grows. Right-movers have density \(\tfrac N2e^{\mu_+/kT}\) and left-movers \(\tfrac N2e^{\mu_-/kT}\). By (9), each half-population carries a flux of \(2\sqrt{kT/2\pi m}\) times its own density. Taking the difference of the fluxes and dividing by the total density gives

\[
j=2n\sqrt{\frac{kT}{2\pi m}}\,\tanh\frac{V}{2kT},\qquad
\frac jV=\frac{n}{\sqrt{2\pi mkT}}\;\frac{\tanh(V/2kT)}{V/2kT}. \tag{18}
\]

For \(V\gg kT\) the current saturates, since by then all carriers move to the right. This limit keeps \(n\) fixed and the statistics nondegenerate.

## Imperfect transmission

If a carrier is transmitted with probability \(\mathcal T\le1\), that factor enters the integrand of (5). At given density and temperature, (10) is therefore an upper bound within the nondegenerate model.

**Scattering in the channel.** Two incoherent scatterers with transmissions \(t_1,t_2\) and reflections \(r_i=1-t_i\) pass together \(t_1t_2(1+r_1r_2+\dots)=t_1t_2/(1-r_1r_2)\), after summing over the bounces between them. Therefore

\[
\frac{1-\mathcal T}{\mathcal T}=\frac{1-r_1r_2-t_1t_2}{t_1t_2}=\frac{t_1+t_2-2t_1t_2}{t_1t_2}=\frac{1-t_1}{t_1}+\frac{1-t_2}{t_2}. \tag{19}
\]

The quantity \((1-\mathcal T)/\mathcal T\) adds in series, so for uniformly spread scatterers it is \(L/\lambda\), with \(L\) the channel length, and \(\mathcal T=\lambda/(\lambda+L)\). For 30 scatterers with \(t=0.9\), \(\lambda\) is 9 spacings and \(\mathcal T=9/39\); a numerical solution of the flux balance agrees.

To find \(\lambda\), take \(L\gg\lambda\). The conductance per width is then \((G/W)\lambda/L\), with \(G/W\) from (10), and it must equal the diffusive value \(nb/L\), where \(b\) is the mobility. Hence

\[
\lambda=b\sqrt{2\pi mkT}\qquad(\text{SI: }\lambda=b\sqrt{2\pi mk_BT}/e). \tag{20}
\]

Using one \(\lambda\) for all carriers makes the formula an interpolation between the two limits when the scattering depends on energy or direction.

**A barrier at the contact.** Let a barrier of height \(\phi\) and thickness \(d\), uniform along \(y\), separate the channel from a metal-covered part of the same monolayer, whose band edge is taken to be level with that of the channel. Then \(k_y\) is conserved, and \(\mathcal T\) depends on \(E_x=k_x^2/2m\) alone. With \(v_x\,dk_x=dE_x\) in (5), the law acquires the factor

\[
B=\int_0^\infty\frac{dE_x}{kT}\,e^{-E_x/kT}\,\mathcal T(E_x). \tag{21}
\]

Classical particles pass if \(E_x>\phi\), which gives \(B=e^{-\phi/kT}\). For waves at a rectangular barrier, let \(k=\sqrt{2mE_x}\) and \(\kappa=\sqrt{2m(\phi-E_x)}\), and start from a transmitted wave with \(\psi(d)=1\), \(\psi'(d)=ik\). Inside the barrier

\[
\psi=\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d). \tag{22}
\]

The incident amplitude at \(x=0\) is \(\tfrac12[\psi(0)+\psi'(0)/ik]=\cosh\kappa d+\tfrac i2\left(\tfrac\kappa k-\tfrac k\kappa\right)\sinh\kappa d\). Its squared modulus is \(1/\mathcal T\). With \(\cosh^2=1+\sinh^2\) and \(k^2+\kappa^2=2m\phi\),

\[
\frac1{\mathcal T}=1+\frac14\left(\frac\kappa k+\frac k\kappa\right)^2\sinh^2\kappa d=1+\frac{\phi^2\sinh^2\kappa d}{4E_x(\phi-E_x)}. \tag{23}
\]

Above the top \(\kappa\) is imaginary, and the same expression holds with \(\sinh^2\kappa d=-\sin^2|\kappa|d\).

## A worked example

Take the round values \(m=0.5\), \(g=4\), \(n=10^{12}\ \mathrm{cm^{-2}}\) and \(T=300\) K, for which \(kT=0.02585\) eV. The speed in (9) is \(3.804\times10^6\) cm/s. The charge flux in one direction is

\[
e\Phi=(1.602\times10^{-19}\,\mathrm C)(10^{12}\,\mathrm{cm^{-2}})(3.804\times10^{6}\,\mathrm{cm/s})=0.609\ \mathrm{A/cm}.
\]

Dividing by \(kT/e=0.02585\) V gives 23.6 S/cm, and since 1 S/cm is 100 µS/µm,

\[
\frac GW=2358\ \text{µS/µm},\qquad \frac WG=424\ \Omega\,\text{µm}. \tag{24}
\]

The second number is the resistance of the whole path between the reservoirs, not that of one contact.

The density of states factor in (7) is \(N=1.08\times10^{13}\ \mathrm{cm^{-2}}\), so \(n/N=0.0926\). Equation (16) predicts the factor \(1-0.207\times0.0926=0.981\), and full Fermi statistics give 0.981 as well. Cooling at fixed \(n\) lowers \(N\) and makes the correction grow. Between 400 K and 100 K the law rises from 2042 to 4084 µS/µm, a factor of 2. The Fermi factors at these temperatures are 0.986 and 0.945, so the full conductance rises by \(2\times0.945/0.986=1.92\), which corresponds to a mean exponent of \(-0.47\) instead of \(-0.50\).

Two further corrections are also small. A transport mass of 0.45 or 0.55 in place of 0.5 changes the conductance at fixed \(n\) by the factor 1.05 or 0.95. A bias of 10 mV at fixed \(n\) gives \(V/2kT=0.193\) and, by (18), the factor 0.988.

Imperfect transmission matters far more. A mobility of 50 cm²/Vs gives \(\lambda=3.40\) nm by (20). In a channel of 10 nm the interpolation gives the transmission \(3.40/13.40=0.254\), and the conductance falls to about 600 µS/µm. This is only an estimate, because the interpolation is not exact at a length comparable with \(\lambda\). Moreover, \(\lambda\) is shorter than the thermal wavelength of 6.1 nm, and the broadening \(\hbar/\tau=46\) meV, with the relaxation time \(\tau=mb/e\) in SI units, exceeds \(kT\). The picture of free flight between incoherent collisions is then at the edge of its validity.

A barrier of 0.10 eV at one contact, without channel scattering, has \(\phi/kT=3.87\) and the classical factor \(e^{-3.87}=0.021\). For a thickness of 2 nm the quantum factor is 0.076, or 178 µS/µm. Of this factor, 0.063 comes from energies below the top and 0.012 from above it. Tunnelling thus carries about five sixths of the current. The part above the top is smaller than the classical 0.021 because waves are partly reflected even when their energy exceeds the barrier. Abrupt edges strengthen this reflection, but a barrier this thin would show some of it with smooth edges too.

These parameters lie in the rough range of semiconducting transition-metal dichalcogenide monolayers, where masses are near half the free-electron mass and room-temperature mobilities are often some tens of cm²/Vs. The density is modest: strongly gated devices approach \(10^{13}\ \mathrm{cm^{-2}}\), where \(n/N\) is near one. There, for \(g=4\), (10) is about 20% too high and the first-order correction (16) a few percent too low. For \(g=2\), as for holes in the spin-split valence band, \(N\) is half as large, so that (10) is about 40% too high and (16) about 14% too low. Full Fermi statistics should be used at such densities. Of the corrections estimated here, the largest come from giving up free flight and open contacts: for the numbers used, scattering lowers the ballistic value about fourfold and the barrier about thirteenfold. The barrier factor depends strongly on the assumed height, thickness and shape, so it shows the size of the effect and does not predict a particular contact.

Either loss can also hide the \(T^{-1/2}\) law. In a long channel the conductance at fixed \(n\) follows the temperature dependence of the mobility, and behind a thick barrier with smooth edges, which carriers pass classically, it follows \(T^{-1/2}e^{-\phi/kT}\). That form takes the barrier top to be fixed relative to the band edge of the channel. If the metal instead pins the top at a height \(\phi_B\) above \(\mu\), as at many real contacts, (11) applies with \(\mu\) replaced by \(-\phi_B\): the conductance follows \(T^{1/2}e^{-\phi_B/kT}\) and does not depend on \(n\). Abrupt edges add a factor that grows with temperature, because they reflect most strongly the carriers just above the top. For a barrier of 0.10 eV and 20 nm its local exponent is about 0.4 at 100 K and 0.3 at 300 K, so it cancels more than half of the \(T^{-1/2}\). To observe the law one needs a fixed density well below \(N\), a voltage well below \(kT/e\), a channel much shorter than \(\lambda\) yet long enough to suppress tunnelling below the band edge, and contacts whose transmission is close to one over the thermal range of energies. With the \(\lambda=3.40\) nm of the example the two demands on the length cannot both be met, since tunnelling below the band edge can already be noticeable in a channel as short as \(\lambda\). A sheet of higher mobility is needed. The numerical output below lists most of the values used here.

## Numbers as computed

```
INPUTS (round model parameters)
effective mass = 0.50 m_e, degeneracy g = 4
temperature = 300 K
carrier density n = 1.00e+12 cm^-2
INTERMEDIATE VALUES
thermal energy kT = 0.02585 eV
kT in atomic units = 9.5004e-04 hartree
n in atomic units = 2.8003e-05 bohr^-2
effective density of states N = 1.080e+13 cm^-2
filling n/N = 0.0926
mu/kT at this density = -2.333
one-way velocity sqrt(kT/(2 pi m)) = 3.804e+06 cm/s
thermal wavelength = 6.09 nm
MAIN RESULT
G/W in atomic units = 5.1257e-04
G/W = 2358 uS/um
W/G, total of both ends = 424 ohm um
TESTED EXPONENTS (low density)
dlnG/dlnT at fixed n = -0.50000
dlnG/dlnn at fixed T = 1.00000
dlnG/dlnT at fixed mu = -12 kT: 12.500
TEMPERATURE SERIES AT FIXED n
T = 100 K: law 4084 uS/um, Fermi/law = 0.9452
T = 200 K: law 2888 uS/um, Fermi/law = 0.9719
T = 300 K: law 2358 uS/um, Fermi/law = 0.9811
T = 400 K: law 2042 uS/um, Fermi/law = 0.9858
NEGLECTED EFFECTS (factor on G/W at 300 K)
degeneracy, full Fermi statistics: 0.9811
degeneracy, first order in n/N: 0.9808
transport mass 0.45 m_e: 1.0541
transport mass 0.55 m_e: 0.9535
bias 10 mV at fixed n: 0.9877
mobility 50 cm2/Vs: mean free path = 3.40 nm
scattering, channel 10 nm: 0.254
G/W with scattering only = 598 uS/um
barrier 0.10 eV, classical: 0.0209
same barrier, 2 nm wide, quantum: 0.0757
  part from energies below the top: 0.0633
  part from energies above the top: 0.0124
G/W with barrier only = 178 uS/um
```
